# Surface-wave shortening and centre-high rf voltage in a capacitive reactor

At 60 MHz the vacuum wavelength is 5.0 m, twenty times the radius of an electrode with \(R=0.25\) m. Across an empty gap between two such plates, the rf voltage at the centre exceeds that at the edge by only 2.5%. Put a plasma slab 40 mm thick and of density \(10^{17}\ \mathrm{m^{-3}}\) between the plates, with a 1 mm sheath on either side, and the model below gives an excess of 51%. The frequency and the radius have not changed; the radial wavelength has fallen to 1.3 m.

## Model and field equation

A uniform plasma fills \(|z|<d\). Perfectly conducting plates lie at \(z=\pm(d+s)\), and the sheaths between plasma and plates are uniform and free of electrons. Fields vary as \(e^{i\omega t}\), and \(k_0=\omega/c\). SI units are used.

Electrons in the plasma obey \(m(i\omega+\nu)v=-eE\), with collision rate \(\nu\). Their current density is \(-nev=ne^2E/[m(i\omega+\nu)]\). Adding it to the displacement current \(i\omega\varepsilon_0E\) gives the relative permittivity

\[
\kappa=1-\frac{\omega_p^2}{\omega(\omega-i\nu)},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}. \tag{1}
\]

Let \(\epsilon(z)=\kappa\) in the plasma and 1 in the sheaths. For an axisymmetric wave with components \(E_r,E_z,H_\phi\), Maxwell's equations are

\[
-\partial_zH_\phi=i\omega\varepsilon_0\epsilon E_r,\qquad
\frac1r\partial_r(rH_\phi)=i\omega\varepsilon_0\epsilon E_z,\qquad
\partial_zE_r-\partial_rE_z=-i\omega\mu_0H_\phi .
\]

Take \(H_\phi=h(z)J_1(kr)\). Since \(r^{-1}\,d[rJ_1(kr)]/dr=kJ_0(kr)\),

\[
E_r=-\frac{h'}{i\omega\varepsilon_0\epsilon}J_1(kr),\qquad
E_z=\frac{kh}{i\omega\varepsilon_0\epsilon}J_0(kr). \tag{2}
\]

Insert these in the third equation, use \(dJ_0(kr)/dr=-kJ_1(kr)\), and multiply by \(-i\omega\varepsilon_0\):

\[
\left(\frac{h'}{\epsilon}\right)'+k_0^2h=k^2\frac h\epsilon . \tag{3}
\]

For a symmetrically driven reactor \(E_z\) is even in \(z\), so \(h'(0)=0\). At a plate \(E_r=0\), so \(h'(d+s)=0\). At the plasma boundary \(h\) and \(h'/\epsilon\) are continuous, because \(H_\phi\) and \(E_r\) are.

## The theorem

**Theorem.** Let \(\nu=0\), \(\delta=c/\omega_p\) and \(L=\delta\tanh(d/\delta)\). Suppose that

\[
|\kappa|\gg1,\qquad ks\ll1,\qquad s\gg L/|\kappa| .
\]

Then, to leading order, the surface wave has

\[
k^2=k_0^2\left(1+\frac{L}{s}\right),\qquad \lambda=\frac{2\pi}{k}=\frac{\lambda_0}{\sqrt{1+L/s}} . \tag{4}
\]

Its gap voltage \(V(r)=\int E_z\,dz\), taken from plate to plate at fixed \(r\), satisfies

\[
\frac{V(0)}{V(R)}=\frac1{J_0(kR)},\qquad |V(R)|<|V(0)|\quad(R>0). \tag{5}
\]

The magnitude falls steadily from centre to edge if \(kR<2.405\), the first zero of \(J_0\).

The straight path in the definition of \(V\) matters, because an electromagnetic field has no unique potential difference.

### Lemma 1: dispersion relation

Put \(\alpha_p^2=k^2-\kappa k_0^2\) and \(\alpha_0^2=k^2-k_0^2\). Within each layer (3) reads \(h''=\alpha^2h\). The solutions that meet the conditions at the midplane and the upper plate are

\[
h=A\cosh\alpha_pz\quad(0<z<d),\qquad h=B\cosh[\alpha_0(d+s-z)]\quad(d<z<d+s).
\]

Continuity at \(z=d\) requires

\[
A\cosh\alpha_pd=B\cosh\alpha_0s,\qquad
\frac{\alpha_p}{\kappa}A\sinh\alpha_pd=-\alpha_0B\sinh\alpha_0s .
\]

Dividing the second by the first gives

\[
\alpha_p\tanh(\alpha_pd)+\kappa\,\alpha_0\tanh(\alpha_0s)=0. \tag{6}
\]

Without collisions \(\kappa<1\), so for \(k>k_0\) both \(\alpha_p\) and \(\alpha_0\) are real, and \(\alpha_p\tanh(\alpha_pd)\) and \(\alpha_0\tanh(\alpha_0s)\) are positive. Such a wave therefore requires \(\kappa<0\). \(\square\)

### Proof of the wavelength law

Write \(u=k^2-k_0^2=\alpha_0^2\). From (1) with \(\nu=0\), \((1-\kappa)k_0^2=\omega_p^2/c^2\), so

\[
\alpha_p^2=u+\frac1{\delta^2},\qquad
\frac1{|\kappa|}=\frac{k_0^2\delta^2}{1-k_0^2\delta^2}\approx k_0^2\delta^2(1+k_0^2\delta^2).
\]

For a thin sheath, \(\alpha_0\tanh(\alpha_0s)\approx us(1-us^2/3)\). For the plasma term define \(G(q)=\sqrt q\tanh(d\sqrt q)\) with \(q=\alpha_p^2\), and let \(x=d/\delta\). At \(q=1/\delta^2\),

\[
G=\frac{\tanh x}{\delta},\qquad
\frac{G'}{G}=\frac{\delta^2}{2}\left(1+\frac{x}{\sinh x\cosh x}\right)
=\frac{\delta^2}{2}\left(1+\frac{2x}{\sinh2x}\right).
\]

Equation (6) becomes

\[
us\left(1-\frac{us^2}{3}\right)\approx k_0^2\delta\tanh x\,(1+k_0^2\delta^2)\left(1+\frac{G'}{G}u\right).
\]

Its leading solution is \(u_0=k_0^2L/s\), which is (4). Putting \(u_0\) into the small terms gives \(u\approx u_0(1+\eta)\), with

\[
\eta=\frac{u_0\delta^2}{2}\left(1+\frac{2x}{\sinh2x}\right)+k_0^2\delta^2+\frac{u_0s^2}{3}. \tag{7}
\]

Because \(2x/\sinh2x\le1\), the first term is at most \(u_0\delta^2=k_0^2\delta^2L/s\approx L/(|\kappa|s)\). The three terms of \(\eta\) are therefore small under the three conditions of the theorem. \(\square\)

The sheath must be thin, but (4) must not be continued to \(s\to0\). When \(s\) approaches \(L/|\kappa|\), the wave varies radially within a skin depth, and (6) has to be solved in full.

### Proof of the voltage law

By (2), \(V(r)\) is \(J_0(kr)\) times the constant \((k/i\omega\varepsilon_0)\int(h/\epsilon)\,dz\). To see that this constant is not zero, integrate (3) from plate to plate. The derivative term vanishes, since \(h'/\epsilon\) is continuous inside and zero at the plates. Hence

\[
\int\frac h\epsilon\,dz=\frac{k_0^2}{k^2}\int h\,dz , \tag{8}
\]

and \(h>0\) for the surface wave. The ratio in (5) follows.

For real \(y>0\),

\[
J_0(y)=\frac1\pi\int_0^\pi\cos(y\sin\theta)\,d\theta
\]

is the average of a cosine that is not constant, so \(|J_0(y)|<1\). Further, \(J_0'=-J_1\) and \((yJ_1)'=yJ_0\). Up to the first zero of \(J_0\) the function \(yJ_1\) therefore grows from zero, \(J_1\) is positive, and \(J_0\) falls. \(\square\)

For small \(kR\), \(J_0(kR)\approx1-k^2R^2/4\). The fractional drop from centre to edge is then

\[
\frac{V(0)-V(R)}{V(0)}\approx\frac{(k_0R)^2}{4}\left(1+\frac Ls\right). \tag{9}
\]

An empty gap has constant \(h\) and \(k=k_0\), which leaves the factor \((k_0R)^2/4\) alone. The plasma multiplies this drop by \(1+L/s\), and thin sheaths make that factor large.

## Why the wave is slow

The ratio of the voltage across half the plasma to that across one sheath is, to leading order,

\[
\frac{\kappa^{-1}\int_0^dh\,dz}{\int_d^{d+s}h\,dz}\approx\frac{L}{\kappa s}=-\frac{k^2/k_0^2-1}{|\kappa|}. \tag{10}
\]

This is small, so the sheaths carry nearly all the voltage and their thickness sets the capacitance. The magnetic field is not confined in the same way.

Let \(V_s(r)\) be the voltage across the upper sheath and \(H_d(r)\) the magnetic field at the plasma boundary. Integrate the third Maxwell equation over the sheath, where \(H_\phi\approx H_d\) and \(E_r\) vanishes on the plate:

\[
\frac{dV_s}{dr}=i\omega\mu_0sH_d-E_r(d).
\]

On the plasma side \(h'(d)\approx h(d)\tanh(x)/\delta\) and \(\kappa\approx-1/(k_0^2\delta^2)\). Equation (2) then gives \(E_r(d)=-i\omega\mu_0LH_d\). With the second Maxwell equation in the sheath, where \(E_z=V_s/s\),

\[
\frac{dV_s}{dr}=i\omega\mu_0(s+L)H_d,\qquad
\frac1r\frac{d(rH_d)}{dr}=\frac{i\omega\varepsilon_0}{s}V_s .
\]

These are the equations of a radial transmission line. Eliminating \(H_d\) gives \(k^2=k_0^2(s+L)/s\) again. The capacitance belongs to the length \(s\), while the inductance belongs to the longer length \(s+L\).

The length \(L\) has two parts. With \(h\propto\cosh(z/\delta)\),

\[
\frac{\int_0^dh^2dz}{h(d)^2}=\frac L2+\frac{d}{2\cosh^2x},\qquad
\frac{\delta^2\int_0^dh'^2dz}{h(d)^2}=\frac L2-\frac{d}{2\cosh^2x}. \tag{11}
\]

The first measures magnetic energy. The second measures the kinetic energy of the radial electron motion: its current density is \(-\partial_zH_\phi\) when displacement current is neglected, and \(m/(ne^2)=\mu_0\delta^2\). The axial motion adds a length of about \(k^2\delta^2\) times the magnetic one, with the profile \(J_0^2\) in place of \(J_1^2\); it matters only near the axis.

**Two limits.** If \(d\ll\delta\), then \(L\to d\), the inertial part vanishes, and \(\lambda\to\lambda_0/\sqrt{1+d/s}\), independent of density. If \(d\gg\delta\), then \(L\to\delta\), the two parts become equal, and \(\lambda\to\lambda_0/\sqrt{1+\delta/s}\). For \(s=0.5\) mm and the density of the example, the first limit at \(d=2\) mm gives \(k/k_0=\sqrt5=2.236\), against 2.234 from the full equation. The second at \(d=100\) mm gives 5.88, against 5.91.

## Worked example

The model parameters are \(n=10^{17}\ \mathrm{m^{-3}}\), 60 MHz, \(d=20\) mm and \(R=0.25\) m, without collisions. They give \(\omega_p=1.784\times10^{10}\) rad/s, \(\kappa=-2238\), \(\delta=16.8\) mm and \(k_0=1.2575\ \mathrm{m^{-1}}\). Thus \(L=13.96\) mm. For \(s=1\) mm,

\[
\frac k{k_0}=\sqrt{1+\frac{13.96}{1}}=3.87 .
\]

"Full" values here and above come from solving (3) as a matrix eigenvalue problem, with \(h\) represented by polynomials in each layer (a finite-element method). The wavelengths and voltage ratios in the table use the full \(k\).

| \(s\) (mm) | \(k/k_0\), (4) | \(k/k_0\), full | \(\lambda\) (m) | \(V(0)/V(R)\) |
|---|---|---|---|---|
| 5.0 | 1.947 | 1.948 | 2.56 | 1.10 |
| 2.0 | 2.825 | 2.828 | 1.77 | 1.23 |
| 1.0 | 3.868 | 3.877 | 1.29 | 1.51 |
| 0.5 | 5.377 | 5.402 | 0.92 | 2.51 |

Only the sheath thickness varies down the table, so the growing centre-to-edge ratio is its effect. In a real discharge the thickness is not free: it follows from the density and the sheath voltage. With 3 eV electrons and a density of about \(0.61n\) at the sheath edge, the collisionless dc Child law requires about 0.2 kV across a 1 mm sheath but about 1.8 kV across a 5 mm one. Its rf form, with coefficient 0.82 in place of 4/9 and the thickness read as the maximum over the cycle, gives mean voltages of about 0.14 and 1.2 kV, so these figures are rough estimates. The thick-sheath values here illustrate the formula and are not typical operating points. Down the table the law loses accuracy as \(s\) falls, because the first term of (7) varies as \(1/s\). At \(s=1\) mm, \(\eta=0.0050\), which is also the full relative correction to \(k^2-k_0^2\) at this precision. The scale \(L/|\kappa|\) is 6.2 µm, far below every sheath in the table.

At \(s=1\) mm the full mode has a magnetic length of 10.0 mm and an inertial length of 3.9 mm in (11). The plasma-to-sheath voltage ratio is \(-0.0062\); the minus sign means that the two voltages are in antiphase.

Equation (4) can be solved for the sheath thickness that produces a chosen \(kR=y\):

\[
s=\frac{L}{[y/(k_0R)]^2-1}. \tag{12}
\]

Here \(k_0R=0.3144\). A 10% drop from centre to edge requires \(J_0(y)=0.9\), or \(y=0.6406\), and hence \(s=4.4\) mm. A voltage node reaches the edge at \(y=2.405\), for which (12) gives \(s=0.24\) mm and the full equation 0.25 mm. With 3 eV electrons such a sheath is only about five Debye lengths thick, so treating it as free of electrons is a rough approximation. For somewhat thinner sheaths the edge voltage is in antiphase with the centre, and its magnitude no longer falls steadily outward.

## Fields near the feed

A real feed does not launch the surface wave alone. Modes with odd \(E_z\) add nothing to the total gap voltage, although they change the two sheath voltages separately. Evanescent modes with even \(E_z\) do contribute, but they decay inward from the feed. In the example with \(s=1\) mm the slowest to decay has \(k_n^2<0\) and a decay length \(1/|k_n|=10\) mm.

Equation (8) holds for these modes too. With the factor \(k\) in (2), the gap voltage for a given \(\int h\,dz\) scales as \(k_0^2/|k_n|\). Relative to the surface wave this is a factor of order \(k/|k_n|\approx0.05\), so their effect on \(V\) is weak even at the edge if the feed excites the surface wave strongly, as an \(H_\phi\) uniform in \(z\) does. A feed whose \(H_\phi\) is small in the sheaths excites the surface wave only weakly, and the edge voltage can then differ greatly from that of the surface wave alone.

Solving Maxwell's equations in \(r\) and \(z\) by finite elements, with \(H_\phi\) uniform in \(z\) at \(r=R\), gives \(V(0)/V(R)=1.53\). The surface wave alone gives 1.51. At \(r=0.15\) m, ten decay lengths inside the edge, both give \(V(0)/V(r)=1.148\).

## Collisions

**Proposition.** With collisions, (4) and (7) hold with \(\delta^2\) replaced by \(\delta_c^2=\delta^2(1-i\nu/\omega)\), provided that \(|\eta|\ll1\). To this order \(\operatorname{Re}k^2>k_0^2\), and a sufficiently small reactor is centre-high.

**Proof.** Equation (1) is \(\kappa=1-1/(k_0^2\delta_c^2)\), so the earlier algebra applies with \(L_c=\delta_c\tanh(d/\delta_c)\). To find the sign of \(\operatorname{Re}L_c\), take \(h=\cosh(z/\delta_c)\), which obeys \(\delta_c^2h''=h\). Multiply by \(h^*\) and integrate by parts over \(0<z<d\). Since \(\delta_c^2h'(d)=L_ch(d)\),

\[
L_c|h(d)|^2=\int_0^d|h|^2dz+\delta_c^2\int_0^d|h'|^2dz .
\]

The real part is positive because \(\operatorname{Re}\delta_c^2=\delta^2\). Hence \(\operatorname{Re}k^2=k_0^2(1+\operatorname{Re}L_c/s)>k_0^2\). For small \(|k|R\), \(|J_0(kR)|^2\approx1-\tfrac12R^2\operatorname{Re}k^2<1\). \(\square\)

In a large reactor the result can reverse. For large \(|k|R\), with \(|\operatorname{Im}k|\ll\operatorname{Re}k\),

\[
|J_0(kR)|^2\approx\frac{2}{\pi|k|R}\left[\cos^2\!\left(R\operatorname{Re}k-\frac\pi4\right)+\sinh^2(R\operatorname{Im}k)\right],
\]

and the exponential growth finally outweighs \(1/R\). The wave fed from the edge is then absorbed before it reaches the centre.

For \(\nu=10^8\ \mathrm{s^{-1}}\) and \(s=1\) mm, the full equation gives \(k=4.90-0.17i\ \mathrm{m^{-1}}\) and \(|V(0)/V(R)|=1.52\) at \(R=0.25\) m. A scan over \(R\) finds the edge first exceeding the centre near 19 m, so this loss does not undo the effect in the example.

Strong loss also limits (4), because \(|\delta_c|\) grows with \(\nu/\omega\). At \(\nu/\omega=1\) the error of the law, relative to the full \(k^2\), is 0.8%; at \(\nu/\omega=10\) it is 9%.

## What the result says about heating

The wave supplies a centre-high voltage to drive sheath heating, but the heating rate itself has not been calculated. The radial field varies as \(J_1(kr)\) and vanishes on the axis, so Ohmic heating by radial current has a different profile from \(V\). In the example with \(s=1\) mm and \(\nu=10^8\ \mathrm{s^{-1}}\) the radial field dominates away from the axis, and \(\int(|E_r|^2+|E_z|^2)\,dz\) across the plasma, which sets the bulk Ohmic heating, is about 14 times larger at \(r=0.25\) m than on the axis. A centre-high voltage therefore does not imply centre-high power deposition. In a discharge the sheath thickness and the density would respond to the local voltage, whereas here both are fixed and uniform. Harmonics and electron kinetics are also left out.
